# Donor ionisation in a two-dimensional channel at room temperature: verification in Python

```python
"""Ionised fraction of donors in a two-dimensional channel.

Result under test (non-degenerate band, singly occupied donors):
    x = 2 / (1 + sqrt(1 + 4/c)),  c = N_c exp(-E_b/kT) / (g N_D)
x: ionised fraction, N_D: donor density, N_c: effective band density,
E_b: donor binding energy, g: degeneracy of the occupied donor.
First-order Fermi-Dirac correction, with r = N_D/N_c:
    delta x = -(r x^2/2) (1-x)/(2-x)
Energies are measured from the conduction-band edge.
"""
import numpy as np
from scipy.constants import k as k_B, e as q_e, hbar, m_e, pi
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, gammaln

T = 300.0
kT = k_B * T
N_D = 1.0e16          # m^-2
N_c = 1.0e17          # m^-2
E_b = 0.1 * q_e       # J
g = 2


def ratio_c(donors, band, binding, degeneracy):
    return band * np.exp(-binding / kT) / (degeneracy * donors)


def closed_fraction(c):
    return 2.0 / (1.0 + np.sqrt(1.0 + 4.0 / c))


def fermi_shift(x, r):
    return -(r * x**2 / 2.0) * (1.0 - x) / (2.0 - x)


def one_valley_mass(band):
    return pi * hbar**2 * band / kT


def band_density(eta, mass):
    """Count spin-degenerate plane waves weighted by the Fermi function."""
    k_thermal = np.sqrt(2.0 * mass * kT) / hbar

    def integrand(s):
        wave = s * k_thermal
        energy = hbar**2 * wave**2 / (2.0 * mass)
        return wave * expit(eta - energy / kT) * k_thermal / pi

    return quad(integrand, 0.0, 9.0, epsabs=0.0, epsrel=1e-11, limit=200)[0]


def empty_probability(eta, binding, degeneracy):
    """Explicit grand-canonical sum over the allowed donor states."""
    states = [(0, 0.0)] + [(1, -binding)] * degeneracy
    weights = [np.exp(num * eta - energy / kT) for num, energy in states]
    return weights[0] / sum(weights)


def microscopic_solution(donors, band, binding, degeneracy):
    mass = one_valley_mass(band)

    def charge(eta):
        ionised = empty_probability(eta, binding, degeneracy)
        return band_density(eta, mass) / donors - ionised

    eta = brentq(charge, -20.0, 3.0, xtol=1e-13, rtol=1e-13)
    return empty_probability(eta, binding, degeneracy), eta


c = ratio_c(N_D, N_c, E_b, g)
x = closed_fraction(c)
r = N_D / N_c
n = x * N_D
mu = kT * np.log(n / N_c)
shift = fermi_shift(x, r)
x_full, eta_full = microscopic_solution(N_D, N_c, E_b, g)

# The stated value belongs to the non-degenerate band.
assert abs(x - 0.28) < 0.005

# The chemical potential from the band must reproduce the donor charge.
assert abs(empty_probability(mu / kT, E_b, g) - x) < 1e-12

# Band integral against the logarithmic two-dimensional formula.
for eta in (-4.0, 0.0, 2.0):
    counted = band_density(eta, one_valley_mass(N_c))
    assert abs(counted / (N_c * np.log1p(np.exp(eta))) - 1.0) < 1e-8

# Closed form plus correction against the microscopic solution;
# the tolerance covers terms of second order in r.
fractions = {}
for deg in (1, 2, 4):
    approx = closed_fraction(ratio_c(N_D, N_c, E_b, deg))
    full = microscopic_solution(N_D, N_c, E_b, deg)[0]
    assert abs(approx + fermi_shift(approx, r) - full) < 5e-5
    fractions[deg] = (approx, full)

# At fixed c, halving r must reduce the remaining error fourfold.
x_half_r = microscopic_solution(N_D, 2 * N_c, E_b + kT * np.log(2), g)[0]
error_r = x_full - x - shift
error_half_r = x_half_r - x - fermi_shift(x, r / 2)
error_ratio = error_r / error_half_r
assert abs(error_ratio - 4.0) < 0.2

# Canonical ensemble: donors exchange electrons with a classical gas.
# The mean differs from the large-system value by less than 1/count.
count = 20000
area = count / N_D
free = np.arange(count + 1)
log_weight = (gammaln(count + 1) - gammaln(free + 1)
              - gammaln(count - free + 1)
              + (count - free) * (np.log(g) + E_b / kT)
              + free * np.log(N_c * area) - gammaln(free + 1))
weight = np.exp(log_weight - log_weight.max())
x_canonical = np.sum(weight * free) / np.sum(weight) / count
assert abs(x_canonical - x) < 1.0 / count

# Donor density for half ionisation; tolerance covers Fermi statistics.
N_half = 2.0 * N_c * np.exp(-E_b / kT) / g
x_at_half = microscopic_solution(N_half, N_c, E_b, g)[0]
assert abs(x_at_half - 0.5) < 2e-3

print(f"temperature T = {T:.0f} K")
print(f"donor density N_D = {N_D:.3e} m^-2 = {N_D/1e4:.3e} cm^-2")
print(f"effective density N_c = {N_c:.3e} m^-2 = {N_c/1e4:.3e} cm^-2")
print(f"binding energy E_b = {E_b/q_e:.3f} eV")
print(f"donor degeneracy g = {g} (no unit)")
print(f"equivalent one-valley mass = {one_valley_mass(N_c)/m_e:.4f} m_e")
print(f"thermal energy kT = {kT/q_e:.6f} eV")
print(f"E_b/kT = {E_b/kT:.4f} (no unit)")
print(f"exp(E_b/kT) = {np.exp(E_b/kT):.3f} (no unit)")
print(f"bare factor exp(-E_b/kT) = {100*np.exp(-E_b/kT):.3f} percent")
print(f"density ratio r = N_D/N_c = {r:.3f} (no unit)")
print(f"parameter c = {c:.5f} (no unit)")
print(f"square root sqrt(1+4/c) = {np.sqrt(1+4/c):.4f} (no unit)")
print(f"ionised fraction, Boltzmann band = {100*x:.3f} percent")
print(f"free density, Boltzmann = {n:.4e} m^-2 = {n/1e4:.4e} cm^-2")
print(f"n/N_c, Boltzmann = {n/N_c:.5f} (no unit)")
print(f"chemical potential, Boltzmann = {mu/q_e:.5f} eV")
print(f"mu above donor level = {(mu+E_b)/q_e:.5f} eV")
print(f"occupied/empty donor ratio = {(1-x)/x:.4f} (no unit)")
print(f"first-order Fermi shift = {100*shift:.4f} percentage points")
print(f"fraction with first-order shift = {100*(x+shift):.4f} percent")
print(f"ionised fraction, full Fermi-Dirac = {100*x_full:.4f} percent")
print(f"free density, full = {x_full*N_D:.4e} m^-2"
      f" = {x_full*N_D/1e4:.4e} cm^-2")
print(f"chemical potential, full = {eta_full*kT/q_e:.5f} eV")
print(f"remaining-error ratio on halving r = {error_ratio:.3f} (no unit)")
print(f"number of donors in canonical sum = {count} (no unit)")
print(f"canonical-sum fraction = {100*x_canonical:.4f} percent")
print(f"half-ionisation donor density = {N_half:.4e} m^-2"
      f" = {N_half/1e4:.4e} cm^-2")
print(f"full fraction at that density = {100*x_at_half:.3f} percent")
for deg, (approx, full) in fractions.items():
    print(f"g = {deg}: Boltzmann {100*approx:.2f} percent,"
          f" full {100*full:.2f} percent")
print("no test failed")
```

Running it gives:

```
temperature T = 300 K
donor density N_D = 1.000e+16 m^-2 = 1.000e+12 cm^-2
effective density N_c = 1.000e+17 m^-2 = 1.000e+13 cm^-2
binding energy E_b = 0.100 eV
donor degeneracy g = 2 (no unit)
equivalent one-valley mass = 0.9260 m_e
thermal energy kT = 0.025852 eV
E_b/kT = 3.8682 (no unit)
exp(E_b/kT) = 47.855 (no unit)
bare factor exp(-E_b/kT) = 2.090 percent
density ratio r = N_D/N_c = 0.100 (no unit)
parameter c = 0.10448 (no unit)
square root sqrt(1+4/c) = 6.2677 (no unit)
ionised fraction, Boltzmann band = 27.519 percent
free density, Boltzmann = 2.7519e+15 m^-2 = 2.7519e+11 cm^-2
n/N_c, Boltzmann = 0.02752 (no unit)
chemical potential, Boltzmann = -0.09288 eV
mu above donor level = 0.00712 eV
occupied/empty donor ratio = 2.6338 (no unit)
first-order Fermi shift = -0.1591 percentage points
fraction with first-order shift = 27.3600 percent
ionised fraction, full Fermi-Dirac = 27.3609 percent
free density, full = 2.7361e+15 m^-2 = 2.7361e+11 cm^-2
chemical potential, full = -0.09268 eV
remaining-error ratio on halving r = 3.992 (no unit)
number of donors in canonical sum = 20000 (no unit)
canonical-sum fraction = 27.5182 percent
half-ionisation donor density = 2.0897e+15 m^-2 = 2.0897e+11 cm^-2
full fraction at that density = 49.913 percent
g = 1: Boltzmann 36.44 percent, full 36.19 percent
g = 2: Boltzmann 27.52 percent, full 27.36 percent
g = 4: Boltzmann 20.39 percent, full 20.30 percent
no test failed
```
